# The Image Plane of a Metal Contact and the Induced-Charge Centroid

## Result and conditions

A static point charge $q$ lies at $z=d$ in a medium of permittivity $\varepsilon_s$, outside a grounded metal that fills the side of negative $z$. Its energy, measured from its energy in an unbounded medium $\varepsilon_s$, is

$$W(d)=-\frac{q^2}{16\pi\varepsilon_s\,(d-z_0)}+o(d^{-2}),\qquad z_0=\frac{\int z\,\rho_{\rm tot}(z)\,dz}{\int \rho_{\rm tot}(z)\,dz}. \tag{1}$$

Here $\rho_{\rm tot}$ is the charge induced near the surface by a weak uniform normal field. It includes free charge and polarization charge. Against vacuum, and with no background polarization in the metal, it is simply the metal's electronic charge. Against a semiconductor the distinction matters.

The derivation assumes the following.

- The contact is uniform and isotropic along its plane, and its response is static and linear.
- Free induced charge and changes of permittivity are confined to $z<b$, with $b<d$.
- The potential and field vanish deep in the metal, and the first moment of $\rho_{\rm tot}$ exists.
- The response at long lateral wavelength tends continuously to the response to a uniform field.

## Reduction to one function of wave number

Write the potential as $\phi(\mathbf R,z)=\int \frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\mathbf R}\phi_k(z)$. Let the free charge respond to the total potential as $\rho_k=-P_k\phi_k$, where $P_k$ is an integral operator in $z$, real, symmetric and non-negative. Away from the external charge, Gauss's law $\nabla\cdot(\varepsilon\nabla\phi)=-\rho$ becomes

$$(\varepsilon\phi_k')'=k^2\varepsilon\phi_k+P_k\phi_k. \tag{2}$$

Let $\psi_k$ be the solution that vanishes deep in the metal and has $\psi_k'(b)=1$, the slope being taken on the outer side. Define the length

$$\ell(k)=\psi_k(b). \tag{3}$$

This length determines the potential that the contact's static linear response produces outside it. It is not negative: multiply (2) by $\psi_k$, integrate up to $b$, and integrate the left side by parts. Then

$$\varepsilon_s\ell(k)=\int_{-\infty}^{b}\varepsilon\left(\psi_k'^2+k^2\psi_k^2\right)dz+\langle\psi_k|P_k|\psi_k\rangle\ \ge 0. \tag{4}$$

The bare potential of the charge has the component $(q/2\varepsilon_sk)e^{-k|z-d|}$. The induced part must decay away from the metal, so for $b<z<d$

$$\phi_k(z)=\frac{q\,e^{-kd}}{2\varepsilon_sk}\left[e^{kz}-g(k)e^{-kz}\right]. \tag{5}$$

The ratio $\phi_k/\phi_k'$ at $b$ must equal $\ell(k)$:

$$e^{kb}-g\,e^{-kb}=k\ell\left(e^{kb}+g\,e^{-kb}\right)
\quad\Rightarrow\quad g(k)=e^{2kb}\,\frac{1-k\ell(k)}{1+k\ell(k)}. \tag{6}$$

The induced potential at the charge is the second term of (5) continued to $z=d$. Building up the charge from zero gives a factor $\tfrac12$, because the induced potential grows in proportion to the charge:

$$W=\frac q2\int_0^\infty\frac{k\,dk}{2\pi}\left[-\frac{q}{2\varepsilon_sk}g(k)e^{-2kd}\right]
=-\frac{q^2}{8\pi\varepsilon_s}\int_0^\infty g(k)e^{-2kd}\,dk. \tag{7}$$

Since $\ell\ge0$, (6) gives $|g|\le e^{2kb}$, and the integral converges for $d>b$.

## Where the centroid enters

At $k=0$, $\psi_0$ is the response to a uniform field. Poisson's equation with all charges counted is $\psi_0''=-\rho_{\rm tot}/\varepsilon_0$, where $\rho_{\rm tot}$ is now the charge per unit outside slope. Integrating twice from the field-free interior gives

$$\psi_0'(z)=-\frac1{\varepsilon_0}\int_{-\infty}^{z}\rho_{\rm tot}(z')dz',\qquad
\psi_0(z)=-\frac1{\varepsilon_0}\int_{-\infty}^{z}(z-z')\rho_{\rm tot}(z')dz'. \tag{8}$$

Outside, the slope is 1, so $\int\rho_{\rm tot}dz=-\varepsilon_0$. The second integral then becomes

$$\psi_0(z)=z-z_0\quad(z\ge b),\qquad \ell(0)=b-z_0. \tag{9}$$

The centroid is therefore the point where the outside potential, continued as a straight line, reaches the potential of the metal interior.

By continuity $\ell(k)=b-z_0+o(1)$. Expanding (6) to first order,

$$g(k)=(1+2kb)\,[1-2k(b-z_0)]+o(k)=1+2kz_0+o(k). \tag{10}$$

The arbitrary boundary $b$ has cancelled. To insert (10) in (7), split the integral at a small fixed $\delta$. The part above $\delta$ is at most $e^{-2\delta(d-b)}/[2(d-b)]$, which is exponentially small. Below $\delta$, write the remainder in (10) as $k\,r(k)$ with $r\to0$. Its contribution is at most $\max_{k<\delta}|r|/(4d^2)$, and this maximum can be made as small as desired by the choice of $\delta$. With $\int_0^\infty e^{-2kd}dk=1/2d$ and $\int_0^\infty k\,e^{-2kd}dk=1/4d^2$,

$$W=-\frac{q^2}{16\pi\varepsilon_s}\left[\frac1d+\frac{z_0}{d^2}+o(d^{-2})\right]. \tag{11}$$

Because $1/(d-a)=1/d+a/d^2+O(d^{-3})$, a shifted image law agrees with (11) through order $d^{-2}$ if and only if $a=z_0$. This proves (1).

The same centroid describes the charge induced by the point charge itself. As $k\to0$, the bracket in (5) has slope $k(1+g)\to2k$, so $\phi_k\to(q/\varepsilon_s)\psi_0$ near the surface. The induced surface charge, integrated over the plane, thus has the profile of the uniform-field response for any $d>b$. The polarization that surrounds the external charge is not part of it.

The assumption of a screened interior is essential. If the interior were a dielectric $\varepsilon_i$ without free charge, $\psi_k$ would decay as $e^{kz}$, and $\ell\simeq\varepsilon_s/(\varepsilon_ik)$ would diverge. Then $g(0)=(\varepsilon_i-\varepsilon_s)/(\varepsilon_i+\varepsilon_s)$, and the leading term itself would change.

## The next correction

Multiply (2) for $\psi_k$ by $\psi_0$, subtract the equation for $\psi_0$ multiplied by $\psi_k$, and integrate up to $b$. The symmetry of $P_0$ gives

$$\varepsilon_s[\ell(0)-\ell(k)]=k^2\int_{-\infty}^{b}\varepsilon\psi_0\psi_k\,dz+\langle\psi_0|P_k-P_0|\psi_k\rangle. \tag{12}$$

Suppose the right side is $\varepsilon_s\Lambda k^2+o(k^2)$. The logarithm of (6) is $2kb-2k\ell-\tfrac23k^3\ell^3-\dots$, so

$$\ln g=2kz_0+2Mk^3+o(k^3),\qquad M=\Lambda-\tfrac13(b-z_0)^3. \tag{13}$$

There is no separate $k^2$ term. With $D=d-z_0$, the integrand of (7) is $e^{-2kD}[1+2Mk^3+o(k^3)]$. Since $\int_0^\infty k^3e^{-2kD}dk=3/(8D^4)$,

$$W=-\frac{q^2}{16\pi\varepsilon_sD}\left[1+\frac{3M}{2D^3}+o(D^{-3})\right]. \tag{14}$$

Under this stronger condition the shifted law is in error only at order $d^{-4}$. For a local response independent of $k$, (12) gives $\Lambda=\int_{-\infty}^b(\varepsilon/\varepsilon_s)\psi_0^2\,dz$.

An effective plane can be read from any computed energy as $z_{\rm eff}=d-q^2/(16\pi\varepsilon_s|W|)$. Inserting (14),

$$z_{\rm eff}\simeq d-D\left(1-\frac{3M}{2D^3}\right)=z_0+\frac{3M}{2D^2}. \tag{15}$$

## An abrupt metal-semiconductor contact

Let the metal have background permittivity $\varepsilon_m$ and local screening length $\lambda$, and let it end at $z=0$ against the semiconductor. For $z<0$, (2) reads $\psi_k''=(k^2+\lambda^{-2})\psi_k$, so $\psi_k=\ell e^{pz}$ with $p=\sqrt{k^2+\lambda^{-2}}$. Continuity of $\varepsilon\psi'$ requires $\varepsilon_mp\,\ell=\varepsilon_s$. Hence

$$\ell(k)=\frac{\varepsilon_s}{\varepsilon_mp},\qquad z_0=-\frac{\varepsilon_s}{\varepsilon_m}\lambda. \tag{16}$$

The free charge has its centroid at $-\lambda$, not at $z_0$. Per unit outside slope, the total charge inside the metal is $-\varepsilon_0\varepsilon_s/\varepsilon_m$, centred at $-\lambda$. The interface carries polarization charge $\varepsilon_0(\varepsilon_s/\varepsilon_m-1)$ at $z=0$. The sum is $-\varepsilon_0$, and its first moment divided by $-\varepsilon_0$ gives (16).

Take a carrier density of $3\times10^{22}\ \mathrm{cm^{-3}}$ with the free-electron mass, $\varepsilon_s=11.7\,\varepsilon_0$ and $\varepsilon_m=\varepsilon_0$. The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=9.61\ \mathrm{nm^{-1}}$. With Bohr radius $a_0$, the Thomas-Fermi length is $\lambda=\sqrt{\pi a_0/4k_F}=0.0658$ nm. Therefore $z_0=-11.7\times0.0658=-0.77$ nm: the image plane lies more than ten screening lengths inside the metal.

## Gap states and nonlocal response

Metal wave functions penetrate the semiconductor as gap states. Model them by a density $4\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}$, spread as $e^{-z/\delta}$ with $\delta=0.3$ nm, and let them screen locally. Solving (2) at $k=0$ by finite differences on a 0.005 nm grid, with the tail cut at 6 nm, gives $z_0=+0.53$ nm and $M=0.089\ \mathrm{nm^3}$. The free-charge centroid is at 0.57 nm. Gap states thus move the image plane by 1.3 nm, from the metal into the semiconductor.

The energy can be found separately by placing a charged sheet on the grid for each $k$, subtracting its bare potential and integrating over $k$. States beyond the charge are omitted. The effective planes are then:

| $d$ (nm) | abrupt, $z_{\rm eff}$ (nm) | gap states, $z_{\rm eff}$ (nm) |
|---|---|---|
| 3 | −0.786 | 0.550 |
| 5 | −0.776 | 0.533 |
| 10 | −0.771 | 0.527 |

Both columns approach their total-charge centroids. The grid shifts the abrupt values by about 0.0006 nm: (16) inserted in (7) gives −0.787 nm at 3 nm and −0.7713 nm at 10 nm. Keeping the states beyond the charge raises the gap-state entry at 3 nm to 0.554 nm and leaves the other two unchanged. At 10 nm, with $z_0$ and $M$ taken from the same grid, (15) predicts −0.7707 and 0.5273 nm, against computed values of −0.7707 and 0.5273 nm.

Equation (1) does not require local screening. Consider an electron gas of the same $k_F$ behind a hard wall in vacuum, with no other potential acting on the unperturbed electrons, responding through its quantum subbands and the Hartree potential, without exchange-correlation response. A slab 8 nm thick with equal fields on both faces gives a charge centroid 0.158 nm behind the wall. Using its computed $\ell(k)$ in (6) and (7) gives an effective plane at the same depth, to three digits, for $d=5$ nm.

If this wall touched silicon directly, the slope inside would be 11.7 times the slope outside. The plane would then lie $11.7\times0.158=1.85$ nm inside. This depth belongs to the hard wall, which forbids spill-out: its centroid lies even behind the edge of the neutralizing background, $3\pi/8k_F=0.123$ nm behind the wall, whereas self-consistent jellium surfaces place it outside that edge. The value of $z_0$ is thus very sensitive to the interface model, while its identity with the centroid is not.

## One reference plane for field and image

Let a field of magnitude $F$ push an electron away from the metal. By (9), its potential energy relative to the metal interior is $-eF(x-z_0)$ outside the screening layer, not $-eFx$. Relative to the zero-field band edge far from the metal,

$$U(x)=-\frac{C}{x-z_0}-eF(x-z_0),\qquad C=\frac{e^2}{16\pi\varepsilon_s}. \tag{17}$$

Setting $U'=C/(x-z_0)^2-eF$ to zero gives

$$x_{\max}=z_0+\sqrt{\frac{C}{eF}},\qquad \Delta=-U(x_{\max})=2\sqrt{CeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon_s}}. \tag{18}$$

Within the shifted law, the image plane moves the barrier top but leaves the lowering $\Delta$ unchanged. Equation (17) also takes the band edge to be flat at zero field. A static interface dipole whose potential reaches the barrier top is not included and would add its own field dependence, so (18) need not give the whole lowering of a real contact.

For silicon $C=30.8$ meV nm. At $F=0.1$ MV/cm, $eF=10$ meV/nm. The top lies $\sqrt{30.8/10}=1.75$ nm from the image plane, and $\Delta=2\sqrt{30.8\times10}=35.1$ meV ($0.0351$ eV). With gap states the top is at $0.53+1.75=2.28$ nm. Measuring the field term from the interface would add a spurious $eFz_0=5.3$ meV to the lowering.

Using the finite-difference energy and $\psi_0$ instead of (17), the maximum is at 2.33 nm and the lowering is 35.5 meV. Equation (14) accounts for the difference in energy: at $D=1.75$ nm the image term is 17.5 meV, and $3M/(2D^3)=0.025$ adds about 0.4 meV. These figures omit the gap states beyond the charge; keeping them moves the maximum to 2.37 nm and the lowering to 35.6 meV, of which (14), derived for a charge outside all the states, supplies about 0.4 of the extra 0.5 meV.

The abrupt contact behaves differently. Equation (18) puts a maximum at 0.99 nm, but the full profile, sampled every 0.1 nm from 0.3 to 4.5 nm, has none. Differentiating (14) shows why the shifted law is unsafe here. The attractive force is $(C/D^2)(1+6M/D^3)$, and $M=-0.150\ \mathrm{nm^3}$ reduces it by 17% at $D=1.75$ nm. Higher terms are as large: integrating (7) with (16) directly gives a reduction of 31% there, and an attractive force that never exceeds 6.9 meV/nm (reached near $d=0.97$ nm) and changes sign at $d=0.6$ nm. It never balances the applied 10 meV/nm, so no maximum exists outside the metal. At large $k$, moreover, (6) and (16) give $g\to(\varepsilon_m-\varepsilon_s)/(\varepsilon_m+\varepsilon_s)=-0.84$, which means repulsion close to the interface. The asymptotic theorem holds for this contact, but the position that (18) gives for a barrier top lies outside its useful range.

## The model beside a real contact

The carrier density, gap-state density and decay length are rough values for a silicide-like metal on silicon. The field is typical of doping near $10^{17}\ \mathrm{cm^{-3}}$ with a few tenths of a volt of band bending. The calculated plane depends strongly on the gap states. Halving or doubling their density puts $z_0$ at 0.30 or 0.74 nm. The use of bulk permittivities at atomic distances is a further uncertainty, not sized here, so the calculated $z_0$ is not a prediction for a particular silicide.

Other effects can be sized at the barrier top:

- **Tunnelling.** For a parabolic top, the transmission is $[1+e^{-2\pi E/\hbar\omega}]^{-1}$, with $\omega^2=2eF/(mD)$. Its thermal average multiplies the classical current by $u/\sin u$, where $u=\hbar\omega/2k_BT<\pi$. At 300 K this is 1.35 for mass $0.19\,m_e$ and 1.06 for $0.98\,m_e$. The first would equal a further lowering of 7.8 meV, comparable to the spurious 5.3 meV above. It is only an order of magnitude: for this mass $\hbar\omega$ is 68 meV, about twice the 35 meV lowering, so the barrier is not parabolic over the energies that matter; a WKB average over the barrier (17) gives about 1.24 instead. Reflection of the electron wave close to the interface, also left out, can offset the gain.
- **Doping.** Averaged along the contact, ionized dopants at $10^{17}\ \mathrm{cm^{-3}}$ change the field by 3.6% between the interface and the top. The dopants are discrete, however, and about 20 nm apart. A single one at $r=10$ nm from the image plane produces, with its own image, a field $e/(2\pi\varepsilon_s r^2)=0.0025$ V/nm at the nearest point of that plane, a quarter of the applied field. The local field and the lowering therefore vary along a real contact, and (18) describes a uniform field only.
- **Linearity.** The electron's peak field at the image plane is $e/(2\pi\varepsilon_sD^2)=0.08$ V/nm. Across $\delta$ this is 24 meV. Directly below the electron the potential is 17 meV at the free-charge centroid and rises to 64 meV at 1.2 nm, in the thin tail of the states; all of this is small beside silicon's gap of roughly 1.1 eV. Linear response is reasonable if the gap-state density varies little over such energies.
- **Motion.** A thermal electron of mass $0.19\,m_e$ covers 1.75 nm in about 11 fs, while the metal's inverse plasma frequency is 0.10 fs. For charge oscillations at an abrupt interface with silicon this time is longer by $\sqrt{1+\varepsilon_s/\varepsilon_m}$, about 0.4 fs, which is still short. This supports a static metal response; it does not establish how fast the gap states respond.
